# Why a tiny density error does not certify a Kohn–Sham inversion

## Question

I have an accurate ground-state density of a closed-shell atom and have searched for the local potential whose non-interacting electrons reproduce it. The search ends with an integrated density error

\[
\Delta N=\int |n'(\mathbf r)-n(\mathbf r)|\,d^3r
\]

of about \(10^{-7}\) electrons. The density fixes the potential up to a constant, and I fix the constant by letting the potential vanish at infinity. May I conclude that the potential is right, and quote its HOMO eigenvalue and its Rydberg levels? If not, how wrong can they be, and what should I check instead?

## Answer

No. The uniqueness theorem says that two potentials with *equal* ground-state densities differ by a constant. It does not say that two potentials with *nearly* equal densities nearly differ by a constant. One can alter a potential far out, change the density as little as one likes, and still move the HOMO by several electronvolts. Not every tail error does this, however, and the distinction matters for what you should check.

### Setting up the tail change

I use Hartree atomic units. Let \(H=-\tfrac12\nabla^2+v(r)\), with \(v\) spherical and vanishing at infinity. The real, normalized orbitals \(\phi_i\) have levels \(\varepsilon_i\) and occupations \(f_i\); the shells are closed and the HOMO lies below the lowest empty level. Now take

\[
H'=H+\delta(r),\qquad \delta=0\ \ (r<R),\qquad \delta\to D\ \ (r\to\infty),
\]

where \(\delta\) goes smoothly from 0 to \(D\) just outside \(R\). The vacuum level of \(H'\) is \(D\), so the eigenvalues to compare with ionization energies are \(\varepsilon_i'-D\). Equivalently, one subtracts \(D\) from the whole potential. It then vanishes at infinity, as you require, and differs from \(v\) by a plateau of height \(-D\) over the entire core. "A raised tail" and "a core that is too deep" are the same error.

### How much the density changes

Since \(H\phi_i=\varepsilon_i\phi_i\), the old orbital almost solves the new equation:

\[
(H'-\varepsilon_i)\phi_i=\delta\,\phi_i,\qquad
\rho_i\equiv\|\delta\phi_i\|\le |D|\sqrt{q_i},\qquad
q_i=\int_{r>R}\phi_i^2\,d^3r .
\]

The inequality holds because \(\delta\) vanishes inside \(R\) and does not exceed \(|D|\) in size outside.

Expand \(\phi_i=\sum_k c_k\phi'_k\) in eigenstates of \(H'\) with the same angular symmetry, the sum including the continuum. Taking the norm of the residual gives

\[
\rho_i^2=\sum_k(\varepsilon_k'-\varepsilon_i)^2c_k^2 .
\]

Because \(\sum_k c_k^2=1\), the right side is an average of squared distances, so some new level lies within \(\rho_i\) of \(\varepsilon_i\). Let \(g_i\) be the distance from \(\varepsilon_i\) to all new levels other than the partner \(\varepsilon'_i\). If \(\rho_i<g_i\), the level within \(\rho_i\) must be the partner. Dropping the partner's term from the sum leaves

\[
\rho_i^2\ge g_i^2\sum_{k\ne i}c_k^2=g_i^2\sin^2\theta_i
\quad\Rightarrow\quad \sin\theta_i\le\frac{\rho_i}{g_i},
\]

where \(\cos\theta_i=\langle\phi_i|\phi_i'\rangle\), with the sign of \(\phi_i'\) chosen to make this non-negative.

To pass to the density, factor the difference of squares and use the Cauchy–Schwarz inequality:

\[
\int|\phi_i'^2-\phi_i^2|\,d^3r\le\|\phi_i'-\phi_i\|\,\|\phi_i'+\phi_i\| .
\]

The two norms are \(\sqrt{2-2\cos\theta_i}\) and \(\sqrt{2+2\cos\theta_i}\), and their product is \(\sqrt{4-4\cos^2\theta_i}=2\sin\theta_i\). Summing over occupied orbitals,

\[
\Delta N\le 2\sum_i f_i\frac{\rho_i}{g_i}\le 2|D|\sum_i f_i\frac{\sqrt{q_i}}{g_i}.
\]

Bound orbitals decay exponentially, so \(q_i\to0\) as \(R\) grows. The bound then vanishes, provided the gaps do not close.

### Why the gaps stay open for a raised tail

Take \(D>0\) and \(0\le\delta\le D\). Number the levels of one angular symmetry upwards. By the min-max principle, adding a non-negative potential lowers no level, so \(\varepsilon'_{i+1}\ge\varepsilon_{i+1}\). The distance from \(\varepsilon_i\) to the levels above its partner is at least \(\varepsilon_{i+1}-\varepsilon_i\).

For the levels below, use the old orbitals \(\phi_1,\dots,\phi_{i-1}\) as a trial space. A normalized combination \(\psi=\sum_j a_j\phi_j\) has \(\langle\psi|H|\psi\rangle\le\varepsilon_{i-1}\). Its probability beyond \(R\) is at most \(\sum_{j<i}q_j\), by Cauchy–Schwarz on the sum over \(j\). Hence

\[
\varepsilon'_{i-1}\le\varepsilon_{i-1}+D\sum_{j<i}q_j .
\]

Both gaps tend to at least their original values. The same two inequalities keep the occupied levels below the empty ones of other symmetries once \(R\) is large enough. So for any fixed \(D>0\),

\[
\Delta N\to0\quad\text{while}\quad(\varepsilon_H'-D)-\varepsilon_H\to-D\qquad(R\to\infty).
\]

The map from density to potential is therefore not continuous when density errors are measured by \(\Delta N\). There is no conflict with uniqueness, because at any finite \(R\) the two densities do differ.

A lowered tail, \(D<0\), makes the HOMO too shallow. Here the argument needs a condition. The outer region now lies at about \(-|D|-1/r\) if the original tail is \(-1/r\), and it can hold levels of its own. The HOMO must stay below them and below the new vacuum level \(-|D|\). If \(|D|>|\varepsilon_H|\), the old HOMO lies above the new vacuum level, and the construction fails.

### Which tail errors leave the HOMO alone

Multiply the equation for \(\phi_H'\) by \(\phi_H\), integrate, and use \(H\phi_H=\varepsilon_H\phi_H\). This gives an exact expression for the level shift before the vacuum level is subtracted:

\[
\eta\equiv\varepsilon_H'-\varepsilon_H=\frac{\langle\phi_H|\delta|\phi_H'\rangle}{\langle\phi_H|\phi_H'\rangle},\qquad
|\eta|\le\frac{\max|\delta|\,\sqrt{q_Hq_H'}}{\cos\theta_H},
\]

with \(q_H'\) the new orbital's probability beyond \(R\). The HOMO measured from vacuum shifts by \(-D+\eta\), and \(\eta\) is tiny. If \(\delta\) returns to zero at infinity, then \(D=0\) and only \(\eta\) is left, provided \(\phi_H'\) is still the highest occupied orbital. A deep outer well can violate this condition by holding levels below \(\varepsilon_H'\), but electrons would then move into the well and \(\Delta N\) would be large. Even a raised shelf that extends over a long but finite distance does not move the HOMO appreciably. For a tail change that leaves the density nearly unchanged, a large HOMO shift requires an offset between core and vacuum that persists to infinity.

Rydberg levels are more fragile. Suppose \(v\le-1/r\). Take a smooth radial function \(\chi\) supported between 1 and 2, and stretch it to \(\lambda^{-1/2}\chi(r/\lambda)\). Its kinetic energy scales as \(T/\lambda^2\), while its potential energy is at most \(-1/(2\lambda)\), because \(r<2\lambda\) on its support. The total is negative for \(\lambda>2T\). Doubling \(\lambda\) repeatedly gives infinitely many such functions with no overlap, so by the min-max principle there are infinitely many bound levels.

Now cut the tail to zero beyond some radius. Outside it, the zero-energy radial solution for s states is a straight line, which has at most one further node. The number of bound s levels equals the number of nodes of that solution, so it is finite. An infinite series has gone, at almost no cost in density.

### A four-electron example

Take the configuration \(1s^22s^2\) in the model potential

\[
v(r)=-\frac{1+3e^{-r}}{r}.
\]

The parameters are round numbers and represent no particular atom. The levels are \(\varepsilon_{1s}=-5.488\), \(\varepsilon_{2s}=-0.4806\) and \(\varepsilon_{2p}=-0.3517\) hartree, so 2s is the HOMO. The higher s levels follow \(\varepsilon_n=-1/[2(n-d_n)^2]\) with a nearly constant quantum defect: \(d_3=0.877\) and \(d_6=0.856\).

All three modifications are switched on between 12 and 14 bohr. "3s" below means the third s level in order of energy.

| Tail | \(\Delta N\) (electrons) | HOMO from vacuum (hartree) | 3s from vacuum (hartree) |
|---|---|---|---|
| original | – | −0.4806 | −0.1109 |
| cut to zero | \(5.1\times10^{-8}\) | −0.4806 | −0.1100 |
| raised by 0.1 | \(6.6\times10^{-8}\) | −0.5806 | −0.2098 |
| lowered by 0.1 | \(8.3\times10^{-8}\) | −0.3806 | −0.0421 |

All three would pass your criterion. The raised and lowered tails move the HOMO by \(\mp0.1\) hartree, or \(\mp2.72\) eV. By the triangle inequality their two densities differ from each other by at most \((6.6+8.3)\times10^{-8}=1.5\times10^{-7}\) electrons, yet their HOMO levels are 5.44 eV apart.

**The cut tail.** The HOMO does not move at the precision shown, and 3s rises by a modest 0.025 eV. The drastic change is higher up: four s levels remain bound, so everything from 5s upwards is lost. This count was tested against the nodes of a separately integrated zero-energy solution.

**The raised tail.** The 3s level moves down by 2.69 eV, nearly as much as the HOMO. The difference between 3s and 2s is therefore almost unchanged: \(0.3697\) hartree before and \(0.3709\) hartree after. Agreement in this level difference would not reveal the error either.

**The lowered tail.** The 3s level rises by 1.87 eV, not 2.72 eV. Before the vacuum level is subtracted it lies at \(-0.0421-0.1=-0.1421\) hartree. At this energy the inner region is classically allowed out to about \(1/0.1421\approx7\) bohr. Motion is forbidden from there to the switch, and allowed again beyond it out to \(1/0.0421\approx24\) bohr. There is a second, outer well, so this level need not be the old 3s orbital displaced in energy. How its weight divides between the wells cannot be read from the energies alone.

Whatever its character, this level sets the HOMO gap in this case: \(g_H=-0.14209+0.48064\approx0.3386\) hartree. This is ample. The empty levels of other symmetries also stay above the HOMO; the lowest of them is 2p, at \(-0.352\) hartree before the vacuum level is subtracted. The condition for a lowered tail is therefore met.

### Why the density error is smaller than the bound

For the raised tail the sharper form of the bound, \(2\sum_i f_i\rho_i/g_i\), is \(7.7\times10^{-5}\) electrons, more than a thousand times the actual error. The bound scales as \(\sqrt{q}\), whereas the example suggests an error closer to \(q\). A leading-order estimate shows why.

Inside \(R\) the potential is unchanged. The old and new radial functions \(u=r\phi\), with the angular factor removed, are therefore regular solutions of the same equation at energies that differ by \(\eta\). Apart from normalization, \(u'_{\rm new}\approx u+\eta w\), where \(w=\partial u/\partial\varepsilon\) at fixed slope at the origin. For s states the two equations are

\[
\frac{d^2u}{dr^2}=2(v-\varepsilon)u,\qquad \frac{d^2w}{dr^2}=2(v-\varepsilon)w-2u .
\]

Multiply the second by \(u\), the first by \(w\), and subtract. The terms with \(v-\varepsilon\) cancel:

\[
\frac{d}{dr}\left(u\frac{dw}{dr}-w\frac{du}{dr}\right)=-2u^2 .
\]

Integrate from the origin, where the bracket vanishes. Well outside the core the integral of \(u^2\) is close to 1, so dividing by \(u^2\) gives

\[
\frac{d}{dr}\frac{w}{u}\approx-\frac{2}{u^2}.
\]

With \(u\approx Ae^{-\kappa r}\), where \(\kappa=\sqrt{-2\varepsilon_H}\) and power-law factors are neglected, this integrates to \(w/u\approx-e^{2\kappa r}/(\kappa A^2)\), and hence \(uw\approx-1/\kappa\). The radial density changes by \(2\eta uw\approx-2\eta/\kappa\) per electron and unit length, evenly along the tail inside \(R\). Over a length of about \(R\), the charge displaced is \(2|\eta|R/\kappa\). Normalization returns it to the inner region, where the orbital has most of its charge, and \(\Delta N\) counts it twice. For two HOMO electrons,

\[
\Delta N\sim\frac{8|\eta|R}{\kappa}.
\]

For the cut tail, \(\eta=5.6\times10^{-10}\) hartree and \(\kappa=0.98\) bohr\(^{-1}\), which gives \(8(5.6\times10^{-10})(12)/0.98\approx5.5\times10^{-8}\) electrons. The computed value is \(5.1\times10^{-8}\). Such close agreement is partly luck, since the estimate ignores the region beyond \(R\) and takes the whole of \(R\) as tail. The scaling is what matters: for a switch of fixed shape \(\eta\) is roughly proportional to \(q_H\), with a small prefactor (here \(5.6\times10^{-10}/3.9\times10^{-8}\approx0.015\) hartree), so \(\Delta N\) is roughly proportional to \(qR\).

Moving the raised tail outwards shows this. Between \(R=8\) and \(R=16\) bohr the error falls from \(5.1\times10^{-5}\) to \(6\times10^{-11}\) electrons. Its ratio to the old charge beyond \(R\) grows from \(5.11/8.99=0.57\) at \(R=8\) bohr to \(6.60/7.73=0.85\) at \(R=12\) bohr, a factor of 1.5 when \(R\) grows by a factor of 1.5. The HOMO shift stays at −2.721 eV throughout. A stricter threshold on \(\Delta N\) merely pushes the undetected error further out.

At \(R=12\) bohr a second, finer mesh gives the same density error to the digits shown. The smallest entry, at \(R=16\) bohr, was not repeated on that mesh and is best read as an order of magnitude.

### Where the error is visible

The information is present in the density, but in a region that \(\Delta N\) hardly weights. Beyond the switch, if the potential keeps its \(-1/r\) form, the radial function of an s-type HOMO obeys

\[
\frac{d^2u}{dr^2}=\left(\kappa'^2-\frac2r\right)u,\qquad \kappa'=\sqrt{-2(\varepsilon_H'-D)} .
\]

Here the short-range part of \(v\) has been dropped. Setting \(z=2\kappa'r\) turns this into Whittaker's equation,

\[
\frac{d^2u}{dz^2}=\left(\frac14-\frac{1}{\kappa' z}\right)u,
\]

whose decaying solution is \(W_{1/\kappa',1/2}(2\kappa'r)\), proportional to \(r^{1/\kappa'}e^{-\kappa'r}\) at large \(r\). The logarithmic slope of the density therefore contains the HOMO energy measured from vacuum:

\[
-\frac12\frac{d}{dr}\ln(r^2n)\simeq\kappa'-\frac{1}{\kappa'r}.
\]

In the example \(\kappa\) is 0.980 bohr\(^{-1}\) originally, 1.078 for the raised tail and 0.873 for the lowered one. The computed decay between 15 and 20 bohr was tested against the Whittaker function in these three cases and agrees within 1%. At 16 bohr the 2s density is 0.48 times its old value for the raised tail and 2.31 times for the lowered one. These are relative errors of order one, sitting where there is almost no charge.

### What to check instead

1. **The asymptote.** Plot the potential well beyond the region that holds the charge. For a neutral atom the exact Kohn–Sham potential should approach zero as \(-1/r\). Look for a step between core and vacuum as well as for a wrong slope. If the \(-1/r\) form is imposed, verify that it joins the core without an offset.

2. **The HOMO against independent information.** For the exact Kohn–Sham potential that vanishes at infinity, the HOMO eigenvalue is minus the ionization energy. If the target density is close to exact, an accurate ionization energy tests the offset directly. For an approximate density, compare instead with the energy that governs the decay of that density, which need not equal the total-energy difference at the same level of theory. For the Hartree–Fock density of helium, the local potential that reproduces it has its HOMO at the Hartree–Fock orbital energy, \(-0.918\) hartree, whereas the Hartree–Fock energy difference between ion and atom is \(0.862\) hartree, about 1.5 eV apart. It does not test the Rydberg series, as the cut tail shows.

3. **The relative density error in the tail.** Compare logarithmic slopes, and only where the target density is itself reliable.

The last condition sets a limit that no algorithm can remove. If your target density is known only to within \(10^{-7}\) electrons in the integrated sense, and nothing more is known about its tail, then all three modified potentials above are compatible with data of that quality. The density error cannot decide between them. For a near-exact target density the ionization energy can fix the offset, and with it the HOMO. The Rydberg levels need more: the potential must be right throughout the region they occupy, not only in its limiting form. A shelf that ends at a large but finite distance can leave the HOMO and the final \(-1/r\) decay correct and still shift the Rydberg levels. The numerical output below covers the three tails in the table, not such a shelf.

## Values computed for the example and the checks

```
Model: v = -(1+3exp(-r))/r, occupation 1s2 2s2
Original 1s level: -5.48849 hartree
Original 2s level (HOMO): -0.48064 hartree
Original 2p level (empty): -0.35174 hartree
Original 3s level: -0.11092 hartree, quantum defect 0.8768
Original 4s level: -0.05081 hartree, quantum defect 0.8630
Original 5s level: -0.02915 hartree, quantum defect 0.8584
Original 6s level: -0.01890 hartree, quantum defect 0.8563
Switch from 12 to 14 bohr, offset 0.1 hartree
[cut tail] density error: 5.10e-08 electrons
[cut tail] bound on density error: 5.66e-05 electrons
[cut tail] HOMO gap g: 0.3706 hartree
[cut tail] HOMO from vacuum: -0.48064 hartree
[cut tail] HOMO shift: 5.609e-10 hartree = 1.526e-08 eV
[cut tail] 3s from vacuum: -0.11000 hartree, shift 0.025 eV
[cut tail] new/old 2s density at 16 bohr: 0.600
[cut tail] number of bound s levels: 4
[raised tail] density error: 6.60e-08 electrons
[raised tail] bound on density error: 7.67e-05 electrons
[raised tail] HOMO gap g: 0.3709 hartree
[raised tail] HOMO from vacuum: -0.58064 hartree
[raised tail] HOMO shift: -1.000e-01 hartree = -2.721e+00 eV
[raised tail] 3s from vacuum: -0.20979 hartree, shift -2.691 eV
[raised tail] new/old 2s density at 16 bohr: 0.479
[raised tail] HOMO decay constant: 1.0776 1/bohr
[lowered tail] density error: 8.31e-08 electrons
[lowered tail] bound on density error: 8.40e-05 electrons
[lowered tail] HOMO gap g: 0.3386 hartree
[lowered tail] HOMO from vacuum: -0.38064 hartree
[lowered tail] HOMO shift: 1.000e-01 hartree = 2.721e+00 eV
[lowered tail] 3s from vacuum: -0.04209 hartree, shift 1.873 eV
[lowered tail] new/old 2s density at 16 bohr: 2.310
[lowered tail] HOMO decay constant: 0.8725 1/bohr
Original HOMO decay constant: 0.9805 1/bohr
Raised tail: R/bohr, density error, old charge beyond R, HOMO shift/eV
   8  5.11e-05  8.99e-05  -2.7211
  10  1.95e-06  2.74e-06  -2.7211
  12  6.60e-08  7.73e-08  -2.7211
  14  2.06e-09  2.07e-09  -2.7211
  16  6.04e-11  5.34e-11  -2.7211
Raised tail, R = 12 bohr, finer mesh: error 6.60e-08 electrons
```
